# Long-wavelength bulk plasmon energy of heavily doped n-type silicon: test program

```python
# Result under test: the long-wavelength bulk plasmon energy of n-type silicon,
#   E_p = hbar*w_p,  w_p^2 = n e^2 / (eps0 eps_r m_c),
# is about 67 meV for n = 1e19 cm^-3, m_c = 0.26 m_e, eps_r = 11.7.
# n: mobile electron density; m_c: conductivity mass; eps_r: permittivity of
# the crystal without the mobile electrons; m_l, m_t: valley masses.
# SI units inside; energies are printed in meV.
import numpy as np
from scipy import constants as sc
from scipy.optimize import brentq, minimize_scalar
from scipy.special import expit

e, me, hbar, kB = sc.e, sc.m_e, sc.hbar, sc.k
n = 1e19 * 1e6
eps_r = 11.7
eps = eps_r * sc.epsilon_0
m_c = 0.26 * me
m_l, m_t = 0.916 * me, 0.19 * me
meV = 1e-3 * e


def plasma_frequency(density, permittivity, mass):
    return np.sqrt(density * e**2 / (permittivity * mass))


def in_meV(omega):
    return hbar * omega / meV


w_p = plasma_frequency(n, eps, m_c)
E_p = in_meV(w_p)
assert abs(E_p - 67) < 0.5


# --- Charged sheets in a fixed positive slab, forces summed pair by pair ---
def sheet_frequency():
    count, thickness = 40, 40e-9
    sheet_charge = n * e * thickness / count
    x = (np.arange(count) + 0.5) * thickness / count
    start = x.copy()
    x = x + 0.2e-9
    v = np.zeros(count)
    dt = 5e-17

    def acceleration(pos):
        signs = np.sign(pos[:, None] - pos[None, :]).sum(axis=1)
        field = -sheet_charge * signs / (2 * eps)
        field += n * e * (2 * pos - thickness) / (2 * eps)
        return -e * field / m_c

    a = acceleration(x)
    old, crossings = np.mean(x - start), []
    for step in range(5000):
        v += 0.5 * dt * a
        x = x + dt * v
        a = acceleration(x)
        v += 0.5 * dt * a
        new = np.mean(x - start)
        if old * new < 0:
            crossings.append((step + old / (old - new)) * dt)
        old = new
    half_period = (crossings[-1] - crossings[0]) / (len(crossings) - 1)
    return np.pi / half_period


w_sheets = sheet_frequency()
assert abs(w_sheets / w_p - 1) < 1e-4

# --- Normal modes of three valley pairs moving in one common field ---
m_tensor = 3 / (1 / m_l + 2 / m_t)
w_tensor = plasma_frequency(n, eps, m_tensor)
inverse_masses = [np.diag([1 / (m_l if i == j else m_t) for i in range(3)])
                  for j in range(3)]


def valley_mode(direction, fractions):
    s = np.array(direction, float)
    s /= np.linalg.norm(s)
    matrix = np.zeros((9, 9))
    for a in range(3):
        for b in range(3):
            # acceleration of pair a caused by displacement of pair b
            block = np.outer(inverse_masses[a] @ s, s)
            matrix[3*a:3*a+3, 3*b:3*b+3] = block * n * fractions[b] * e**2 / eps
    scale = np.abs(matrix).max()
    values = np.sort(np.abs(np.linalg.eigvals(matrix / scale)))
    assert values[-2] < 1e-6 * values[-1]
    return np.sqrt(values[-1] * scale)


for direction in ([1, 0, 0], [1, 1, 0], [1, 1, 1], [0.3, -1.2, 0.7]):
    assert abs(valley_mode(direction, [1/3] * 3) / w_tensor - 1) < 1e-6
w_one_along = valley_mode([0, 0, 1], [0, 0, 1])
w_one_across = valley_mode([1, 0, 0], [0, 0, 1])
assert w_one_across > 1.5 * w_one_along


# --- Fermi statistics; k is scaled so that hbar^2 k^2/2m = kT k^2 ---
def band(k, a):
    # energy/kT from E(1 + aE) = k^2, written to be safe at a = 0
    return 2 * k**2 / (1 + np.sqrt(1 + 4 * a * k**2))


def integral(y, x):
    return np.trapezoid(y, x) if hasattr(np, "trapezoid") else np.trapz(y, x)


k_grid = np.linspace(0, 12, 12001)


def reduced_mu(T, a=0.0):
    prefactor = 12 * np.sqrt(m_l * m_t**2) * (2 * kB * T)**1.5
    prefactor *= 4 * np.pi / (2 * np.pi * hbar)**3

    def excess(eta):
        f = expit(eta - band(k_grid, a))
        return prefactor * integral(k_grid**2 * f, k_grid) / n - 1
    return brentq(excess, -20, 50, xtol=1e-12)


# --- Zero of the random-phase dielectric function, q along [100] ---
valleys = [(1 / 3, m_l), (2 / 3, m_t)]


def rpa_frequency(q, T):
    eta = reduced_mu(T)
    edge = np.sqrt(max(eta, 0) + 36)
    x = np.linspace(-edge, edge, 4001)
    weight = np.logaddexp(0, eta - x**2)
    weight /= integral(weight, x)

    def dielectric(omega):
        total = 1.0
        for fraction, m in valleys:
            v = np.sqrt(2 * kB * T / m) * x
            recoil = hbar * q**2 / (2 * m)
            kernel = 2 * recoil / ((omega - q * v)**2 - recoil**2)
            response = integral(weight * kernel, x) / hbar
            total -= e**2 * n * fraction * response / (eps * q**2)
        return total
    return brentq(dielectric, 0.9 * w_tensor, 1.2 * w_tensor,
                  xtol=1e3, rtol=1e-13)


T = 300.0
q_tiny = 1e5
w_rpa_300 = rpa_frequency(q_tiny, 300.0)
w_rpa_30 = rpa_frequency(q_tiny, 30.0)
assert abs(w_rpa_300 / w_tensor - 1) < 1e-6
assert abs(w_rpa_30 / w_tensor - 1) < 1e-6


def dispersion_coefficient(temperature):
    f = expit(reduced_mu(temperature) - k_grid**2)
    x2 = integral(k_grid**4 * f, k_grid) / (3 * integral(k_grid**2 * f, k_grid))
    total = 0.0
    for fraction, m in valleys:
        share = fraction * n * e**2 / (eps * m)
        total += share * 2 * kB * temperature * x2 / m
    return 3 * total / w_tensor**2


B = dispersion_coefficient(T)
for temperature in (300.0, 30.0):
    q = 1e7
    slope = (rpa_frequency(q, temperature)**2 - w_tensor**2) / q**2
    assert abs(slope / dispersion_coefficient(temperature) - 1) < 0.01
q_one = np.sqrt((1.01**2 - 1) * w_tensor**2 / B)
rise_one = 100 * (rpa_frequency(q_one, T) / w_tensor - 1)
assert abs(rise_one - 1) < 0.1

# --- Collisions: Drude dielectric function with the dc mobility ---
mobility = 100e-4
tau = mobility * m_c / e
gamma = 1 / tau
g = in_meV(gamma)


def drude(E):
    return eps_r * (1 - E_p**2 / (E**2 + 1j * g * E))


complex_zero = max(np.roots([1, 1j * g, -E_p**2]), key=lambda z: z.real)
E_damped = np.sqrt(E_p**2 - g**2 / 4)
assert abs(complex_zero - (E_damped - 0.5j * g)) < 1e-8
E_cross = brentq(lambda E: drude(E).real, 10, 100)
assert abs(E_cross - np.sqrt(E_p**2 - g**2)) < 1e-6
peak = minimize_scalar(lambda E: (1 / drude(E)).imag, bounds=(20, 120),
                       method="bounded", options={"xatol": 1e-7}).x
b = 2 * E_p**2 - g**2
peak_formula = np.sqrt((b + np.sqrt(b**2 + 12 * E_p**4)) / 6)
assert abs(peak - peak_formula) < 1e-3

# --- Nonparabolic bands: curvature average against the Fermi-edge average ---
alpha = 0.5
a = alpha * kB * T / e
eta_np = reduced_mu(T, a)
s = np.sqrt(1 + 4 * a * k_grid**2)
f = expit(eta_np - band(k_grid, a))
curvature = (1 / s**3 + 2 / s) / 3
ratio_direct = integral(k_grid**2 * f * curvature, k_grid)
ratio_direct /= integral(k_grid**2 * f, k_grid)
E_grid = np.linspace(0, 45, 45001)
f_E = expit(eta_np - E_grid)
edge_weight = f_E * (1 - f_E) * (E_grid * (1 + a * E_grid))**1.5
ratio_edge = integral(edge_weight / (1 + 2 * a * E_grid), E_grid)
ratio_edge /= integral(edge_weight, E_grid)
assert abs(ratio_direct / ratio_edge - 1) < 1e-5
E_np = E_p * np.sqrt(ratio_direct)
assert E_np < E_p

# --- Frequency dependence of eps_r: one interband resonance ---
E_res = 4000.0
eps_at_p = 1 + (eps_r - 1) / (1 - (E_p / E_res)**2)
shift_eps = 100 * (np.sqrt(eps_r / eps_at_p) - 1)
assert abs(shift_eps) < 0.1

E_vac = in_meV(plasma_frequency(n, sc.epsilon_0, me))
m_dos = (m_l * m_t**2)**(1 / 3)
print(f"electron density                       {n/1e6:.1e} cm^-3")
print(f"conductivity mass, given               {m_c/me:.2f} m_e")
print(f"relative permittivity                  {eps_r:.1f}")
print(f"n e^2/(eps0 eps_r m_c)                 {w_p**2:.4e} s^-2")
print(f"angular plasma frequency               {w_p:.4e} rad/s")
print(f"vacuum free-electron plasmon energy    {E_vac:.1f} meV")
print(f"reduction factor sqrt(eps_r m_c/m_e)   {np.sqrt(eps_r*m_c/me):.3f}")
print(f"PLASMON ENERGY                         {E_p:.2f} meV")
print(f"same, from charged-sheet simulation    {in_meV(w_sheets):.2f} meV")
print(f"plasma frequency w_p/2pi               {w_p/(2*np.pi)/1e12:.2f} THz")
print(f"oscillation period                     {2*np.pi/w_p*1e15:.1f} fs")
print(f"free-space wavelength                  {2*np.pi*sc.c/w_p*1e6:.1f} um")
print(f"energy at 1e18 cm^-3                   "
      f"{in_meV(plasma_frequency(n/10, eps, m_c)):.1f} meV")
print(f"wrong: eps_r left out                  "
      f"{in_meV(plasma_frequency(n, sc.epsilon_0, m_c)):.1f} meV")
print(f"wrong: free-electron mass              "
      f"{in_meV(plasma_frequency(n, eps, me)):.1f} meV")
print(f"one-valley density-of-states mass      {m_dos/me:.3f} m_e")
print(f"wrong: that mass used                  "
      f"{in_meV(plasma_frequency(n, eps, m_dos)):.1f} meV")
print(f"longitudinal valley mass               {m_l/me:.3f} m_e")
print(f"transverse valley mass                 {m_t/me:.3f} m_e")
print(f"conductivity mass from these           {m_tensor/me:.4f} m_e")
print(f"plasmon energy from these              {in_meV(w_tensor):.2f} meV")
print(f"only [001] valleys filled, q on [001]  {in_meV(w_one_along):.1f} meV")
print(f"only [001] valleys filled, q on [100]  {in_meV(w_one_across):.1f} meV")
print(f"random-phase energy, q->0, 300 K       {in_meV(w_rpa_300):.2f} meV")
print(f"random-phase energy, q->0, 30 K        {in_meV(w_rpa_30):.2f} meV")
print(f"thermal energy kT at 300 K             {kB*T/meV:.2f} meV")
print(f"chemical potential from band edge      "
      f"{reduced_mu(T)*kB*T/meV:.1f} meV")
print(f"q for predicted 1 percent rise, [100]  {q_one*1e-9:.4f} nm^-1")
print(f"corresponding plasmon wavelength       {2*np.pi/q_one*1e9:.0f} nm")
print(f"random-phase rise at that q            {rise_one:.2f} percent")
print(f"mobility, rough                        {mobility*1e4:.0f} cm2/Vs")
print(f"scattering time                        {tau*1e15:.1f} fs")
print(f"damping energy hbar/tau                {g:.1f} meV")
print(f"w_p tau                                {w_p*tau:.2f}")
print(f"real part of damped plasmon energy     {E_damped:.1f} meV")
print(f"peak of Im(-1/eps)                     {peak:.1f} meV")
print(f"zero of Re eps with damping            {E_cross:.1f} meV")
print(f"nonparabolicity, rough                 {alpha:.1f} 1/eV")
print(f"factor on n/m_c from nonparabolicity   {ratio_direct:.4f}")
print(f"plasmon energy with nonparabolicity    {E_np:.1f} meV")
print(f"shift from nonparabolicity             {100*(E_np/E_p-1):.1f} percent")
print(f"interband resonance, rough             {E_res/1000:.1f} eV")
print(f"shift from frequency-dependent eps_r   {shift_eps:.3f} percent")
print("all assertions hold")
```

Output:

```
electron density                       1.0e+19 cm^-3
conductivity mass, given               0.26 m_e
relative permittivity                  11.7
n e^2/(eps0 eps_r m_c)                 1.0462e+28 s^-2
angular plasma frequency               1.0228e+14 rad/s
vacuum free-electron plasmon energy    117.4 meV
reduction factor sqrt(eps_r m_c/m_e)   1.744
PLASMON ENERGY                         67.33 meV
same, from charged-sheet simulation    67.33 meV
plasma frequency w_p/2pi               16.28 THz
oscillation period                     61.4 fs
free-space wavelength                  18.4 um
energy at 1e18 cm^-3                   21.3 meV
wrong: eps_r left out                  230.3 meV
wrong: free-electron mass              34.3 meV
one-valley density-of-states mass      0.321 m_e
wrong: that mass used                  60.6 meV
longitudinal valley mass               0.916 m_e
transverse valley mass                 0.190 m_e
conductivity mass from these           0.2582 m_e
plasmon energy from these              67.56 meV
only [001] valleys filled, q on [001]  35.9 meV
only [001] valleys filled, q on [100]  78.8 meV
random-phase energy, q->0, 300 K       67.56 meV
random-phase energy, q->0, 30 K        67.56 meV
thermal energy kT at 300 K             25.85 meV
chemical potential from band edge      -22.7 meV
q for predicted 1 percent rise, [100]  0.0547 nm^-1
corresponding plasmon wavelength       115 nm
random-phase rise at that q            1.02 percent
mobility, rough                        100 cm2/Vs
scattering time                        14.8 fs
damping energy hbar/tau                44.5 meV
w_p tau                                1.51
real part of damped plasmon energy     63.5 meV
peak of Im(-1/eps)                     63.7 meV
zero of Re eps with damping            50.5 meV
nonparabolicity, rough                 0.5 1/eV
factor on n/m_c from nonparabolicity   0.9361
plasmon energy with nonparabolicity    65.1 meV
shift from nonparabolicity             -3.2 percent
interband resonance, rough             4.0 eV
shift from frequency-dependent eps_r   -0.013 percent
all assertions hold
```
